# The helicon wavelength that matches a 50 eV electron at 13.56 MHz

## An electron that keeps its place on the wave

Take an electron moving in a straight line along a magnetic field, beside a wave travelling the same way. Suppose that in one wave period the electron advances by one wavelength. The wave pattern also advances by one wavelength per period, so an electron that starts on a crest is still on it one period later and, at constant speed, at every moment between. It feels a steady axial force instead of an alternating one.

This case already gives the estimate. A 50 eV electron moves at about $4.2\times10^{6}$ m/s. At 13.56 MHz one period lasts about 74 ns. The distance covered in one period is

$$
\lambda\approx(4.2\times10^{6}\ \mathrm{m/s})(74\times10^{-9}\ \mathrm{s})\approx 0.31\ \mathrm{m}=31\ \mathrm{cm}.
$$

A radio wave of this frequency in free space has a wavelength of 22.11 m. The helicon wave considered here is therefore slower than light by a factor of about 70.

The estimate leaves four questions. Why should equal speeds matter, and how nearly equal must they be? Can a helicon wave in a plausible plasma have this wavelength? What do collisions do to the match? How many electrons does it concern?

## The matching condition

Let the axial electric field be

$$
E_z=E\cos(kz-\omega t+\varphi),\qquad k=\frac{2\pi}{\lambda},\qquad \omega=2\pi f .
$$

A point of fixed phase has $kz-\omega t=$ constant. Differentiating with respect to time gives $k\,dz/dt-\omega=0$, so the phase velocity along the field is

$$
v_{\rm ph}=\frac{\omega}{k}=\frac{2\pi f}{2\pi/\lambda}=f\lambda .
$$

Assume for now that the whole kinetic energy $W$ belongs to motion along the field. For $W\ll mc^2$, $W=mv^2/2$, and therefore

$$
v=\sqrt{\frac{2W}{m}}=\sqrt{\frac{2(50)(1.602\times10^{-19}\ \mathrm{J})}{9.109\times10^{-31}\ \mathrm{kg}}}=4.194\times10^{6}\ \mathrm{m/s}.
$$

Setting $f\lambda=v$ gives

$$
\boxed{\lambda_0=\frac1f\sqrt{\frac{2W}{m}}}=\frac{4.194\times10^{6}\ \mathrm{m/s}}{13.56\times10^{6}\ \mathrm{s^{-1}}}=0.3093\ \mathrm{m}.
$$

To size the relativistic error, put $w=W/mc^2$, so that the Lorentz factor is $1+w$. Then

$$
\frac{v^2}{c^2}=1-\frac{1}{(1+w)^2}=2w-3w^2+\dots=2w\left(1-\tfrac32 w+\dots\right).
$$

The square root is $v\approx c\sqrt{2w}\,(1-\tfrac34w)$, and $c\sqrt{2w}$ is the non-relativistic speed. Here $\sqrt{2w}=0.01399$, so $w=9.8\times10^{-5}$. The speed, and with it $\lambda_0$, is lowered by 0.0073 %, which is negligible.

At fixed frequency $\lambda_0\propto\sqrt W$. The match is at 19.6 cm for 20 eV, 43.7 cm for 100 eV and 61.9 cm for 200 eV. Since $\ln\lambda_0=\tfrac12\ln W+$ constant, a small relative change of energy produces half that relative change of wavelength.

If the velocity makes an angle $\theta$ with the field, only the component $v\cos\theta$ carries the electron along the wave, and the matching wavelength becomes $\lambda_0\cos\theta$. At 50 eV and $30^\circ$ it is 26.8 cm. The figure of 31 cm thus belongs to an electron with 50 eV of parallel energy.

## Why equal speeds matter

The electron has charge $-e$, so

$$
m\frac{dv}{dt}=-eE\cos(kz-\omega t+\varphi).
$$

For a weak field the force may be evaluated on the undisturbed path $z=vt$, with $v$ the initial speed. Define the detuning $\Delta=kv-\omega$. After a time $T$ the velocity has changed by

$$
\delta v=-\frac{eE}{m}\int_0^T\cos(\Delta t+\varphi)\,dt
=-\frac{eE}{m}\,\frac{\sin(\Delta T+\varphi)-\sin\varphi}{\Delta}.
$$

Use $\sin A-\sin B=2\cos\frac{A+B}{2}\sin\frac{A-B}{2}$ and set $x=\Delta T/2$:

$$
\delta v=-\frac{eET}{m}\,\frac{\sin x}{x}\,\cos(x+\varphi).
$$

Electrons enter at all phases. The mean of $\cos^2(x+\varphi)$ over $\varphi$ is $1/2$, so

$$
\delta v_{\rm rms}=\frac{eET}{\sqrt2\,m}\left|\frac{\sin x}{x}\right| .
$$

This is greatest at $x=0$, that is, at $kv=\omega$, which is the matching condition. There the kick grows in proportion to $T$. Away from the match the electron slips through crests and troughs, and the pushes partly cancel.

The mean of $\cos(x+\varphi)$ itself is zero, so to first order as many electrons are slowed as are sped up. Matching gives strong exchange of energy between the wave and individual electrons. Whether the electrons gain energy on balance is a second-order question that this estimate does not answer.

The undisturbed path is a fair approximation while the displacement caused by the wave, at most about $eET^2/2m$, is much smaller than $1/k$. In a stronger wave, or over a longer time, the changed path must be used.

The result can be tested without assuming the match. Electrons of 50 eV were followed numerically for 4 periods in waves of amplitude 0.02 V/m, with 16 evenly spaced starting phases and wavelengths from 20 to 50 cm. Their equation of motion was integrated with the actual, disturbed position. The largest rms velocity change occurred at 30.93 cm, and over the whole range the response followed $|\sin x/x|$ to within 1 % of its peak.

The same formula shows how sharp the match is. The response first vanishes at $x=\pm\pi$, or $kv-\omega=\pm2\pi/T$. For a flight of $N$ periods, $T=2\pi N/\omega$, so $kv=\omega(1\pm1/N)$ and

$$
\lambda=\frac{\lambda_0}{1\pm1/N}.
$$

For $N=4$ the zeros lie at $30.93/1.25=24.7$ cm and $30.93/0.75=41.2$ cm. A short flight cannot select a wavelength finely.

## Can a helicon wave have this wavelength?

The matching condition says nothing about the plasma. The wave equation does. Take a uniform column in a steady field $B_0$ along $z$, with cold electrons of density $n$, fixed ions and no collisions. Neglect the displacement current, and at first also the electron mass. All wave quantities vary as $e^{i(kz-\omega t)}$.

With no mass, the total force on an electron vanishes: $\mathbf E+\mathbf v\times\mathbf B_0=0$. The current density is $\mathbf J=-en\mathbf v$, so

$$
\mathbf E=-\mathbf v\times\mathbf B_0=\frac{\mathbf J\times\mathbf B_0}{en}.
$$

Faraday's law, $\nabla\times\mathbf E=-\partial\mathbf B/\partial t$, becomes $\nabla\times\mathbf E=i\omega\mathbf B$. For constant $\mathbf B_0$,

$$
\nabla\times(\mathbf J\times\mathbf B_0)=(\mathbf B_0\cdot\nabla)\mathbf J-\mathbf B_0(\nabla\cdot\mathbf J)=ikB_0\mathbf J ,
$$

because $\nabla\times\mathbf B=\mu_0\mathbf J$ requires $\nabla\cdot\mathbf J=0$. Hence $i\omega\mathbf B=ikB_0\mathbf J/(en)$, or $\mathbf J=(en\omega/kB_0)\mathbf B$. Putting this into Ampère's law gives

$$
\nabla\times\mathbf B=\beta\mathbf B,\qquad k\beta=\frac{\mu_0en\omega}{B_0}.
$$

A second curl, with $\nabla\cdot\mathbf B=0$, gives $-\nabla^2\mathbf B=\beta^2\mathbf B$. For an axisymmetric wave the axial component regular at $r=0$ is $B_z\propto J_0(k_\perp r)$, with $k_\perp^2=\beta^2-k^2$. The axial part of $\nabla\times\mathbf B=\beta\mathbf B$ is $(1/r)\,d(rB_\theta)/dr=\beta B_z$, which integrates to $B_\theta\propto(\beta/k_\perp)J_1(k_\perp r)$. The radial part is $-ikB_\theta=\beta B_r$, so

$$
B_r\propto-\frac{ik}{k_\perp}J_1(k_\perp r).
$$

At a conducting wall $E_\theta=0$. The radial part of Faraday's law, $-ikE_\theta=i\omega B_r$, then requires $B_r=0$. Thus, for a column that fills a conducting tube of radius $a$, $J_1(k_\perp a)=0$, and the lowest axisymmetric mode has $k_\perp a=3.832$. An insulating wall is different: the wave field continues into the space outside, and $k_\perp$ must be found by matching the fields there. The sizing below is for the conducting wall.

Take $a=5.0$ cm and $B_0=100$ G. Then $k_\perp=3.832/5.0=0.766$ cm$^{-1}$. The matching wavelength gives $k=2\pi/30.93=0.2032$ cm$^{-1}$, and $\beta=\sqrt{0.2032^2+0.7663^2}=0.793$ cm$^{-1}$. With every quantity put into SI units, the density needed is

$$
n=\frac{k\beta B_0}{\mu_0e\omega}
=\frac{(20.32)(79.28)(0.0100)}{(1.257\times10^{-6})(1.602\times10^{-19})(8.520\times10^{7})}
=9.39\times10^{17}\ \mathrm{m^{-3}},
$$

or $9.39\times10^{11}$ cm$^{-3}$.

Two limits show how the wavelength responds to the plasma. In a narrow column, $k\ll k_\perp$ and $\beta\approx k_\perp$, so $k\approx\mu_0en\omega/(B_0k_\perp)$. At fixed radius and frequency the wavelength and phase velocity vary as $B_0/n$, and the energy of the matched electron as $(B_0/n)^2$. In a very wide column, $k\gg k_\perp$ and $\beta\approx k$, so $k^2\approx\mu_0en\omega/B_0$ and the wavelength varies as $\sqrt{B_0/n}$. The example, with $\beta/k_\perp=1.03$, is close to the narrow limit.

## The part played by electron mass

The massless model has a defect that bears directly on the estimate. Its electric field, $\mathbf J\times\mathbf B_0/(en)$, is perpendicular to $\mathbf B_0$. It has no axial component, so it could not push along a matched electron that moves straight along the field. An electron that also circles the field can feel an axial force from the wave's magnetic field; that force is left out here. Restoring the mass, $m\,\partial\mathbf v/\partial t=-e(\mathbf E+\mathbf v\times\mathbf B_0)$, gives

$$
\mathbf E=\frac{\mathbf J\times\mathbf B_0}{en}+\frac{m}{e^2n}\frac{\partial\mathbf J}{\partial t},
\qquad E_z=-\frac{i\omega m}{e^2n}J_z .
$$

In this cold, collisionless model it is electron inertia that supplies the axial field.

Inertia also shifts the density. Take the curl of the new $\mathbf E$, and look again for fields with $\nabla\times\mathbf B=\beta\mathbf B$, for which $\mathbf J=\beta\mathbf B/\mu_0$ and $\nabla\times\mathbf J=\beta^2\mathbf B/\mu_0$:

$$
i\omega\mathbf B=\frac{ikB_0\beta}{\mu_0en}\mathbf B-\frac{i\omega m\beta^2}{\mu_0e^2n}\mathbf B .
$$

Divide by $i\mathbf B$ and multiply by $\mu_0en/B_0$. With the cyclotron frequency $\omega_{ce}=eB_0/m$,

$$
\frac{\mu_0en\omega}{B_0}=k\beta-\frac{\omega}{\omega_{ce}}\beta^2 .
$$

At fixed $k$ and $k_\perp$ the density is therefore multiplied by

$$
1-\frac{\omega}{\omega_{ce}}\frac{\beta}{k}=1-(0.0484)\frac{0.7928}{0.2032}=0.811 .
$$

The frequency ratio is only 5 %, but $\beta/k$ is nearly 4, and the density falls by 18.9 % to $7.61\times10^{11}$ cm$^{-3}$. The full cold-plasma wave determinant, which includes the displacement current, gives the same density to three figures for the same $k$ and $k_\perp$. Letting ions of 40 u move changes it by 0.07 %. These figures are for cold electrons. With the 3 eV Maxwellian used below, the kinetic dielectric tensor raises the density by about 1 %, so the third figure belongs to the cold model only.

The factor must be positive, so this relation requires $\omega/\omega_{ce}<k/\beta$. For the wavelength and radius used here, the field must exceed about 19 G.

For given $n$ and $k$ the relation is quadratic in $\beta$. The second root, here the larger one, is the Trivelpiece–Gould wave. The two roots add up to $k\omega_{ce}/\omega$, so below about 38 G the wave sized here would itself be the larger root. For it to be the helicon wave, the field must exceed that value, not just 19 G. At the same axial wavelength the Trivelpiece–Gould wave has the finer radial structure, and a complete solution with a wall generally combines the two. With electron mass a conducting wall requires $E_z=0$ as well as $E_\theta=0$, and one wave alone cannot meet both conditions here. The corrected density is thus a sizing at fixed $k$ and $k_\perp$, not a full mode calculation. In the collisionless two-wave solution at 100 G the density moves by only about 0.5 %, but the Trivelpiece–Gould part carries about twice as much $E_z$ on the axis as the helicon part. The single wave therefore sizes the density well and the axial field poorly.

## What collisions do to the match

Assume that every collision ends the electron's ordered motion with the wave. Fast electrons are often deflected only slightly, so this can overstate the width when a total cross section is used. Let collisions occur at random with rate $\nu$, so that flight times $\tau$ have the distribution $\nu e^{-\nu\tau}$. From the earlier result, the mean square kick for a flight of length $\tau$ is

$$
\frac12\left(\frac{eE}{m}\right)^2\frac{4\sin^2(\Delta\tau/2)}{\Delta^2}
=\left(\frac{eE}{m}\right)^2\frac{1-\cos\Delta\tau}{\Delta^2}.
$$

The average over flight times uses

$$
\int_0^\infty\nu e^{-\nu\tau}(1-\cos\Delta\tau)\,d\tau=1-\frac{\nu^2}{\nu^2+\Delta^2}=\frac{\Delta^2}{\nu^2+\Delta^2},
$$

so that

$$
\langle\delta v^2\rangle=\left(\frac{eE}{m}\right)^2\frac{1}{(kv-\omega)^2+\nu^2}.
$$

The peak stays at $kv=\omega$. The response falls to half its peak at $kv=\omega\pm\nu$, which means

$$
\lambda=\frac{\lambda_0}{1\pm\nu/\omega}\qquad(\nu<\omega\text{ for the longer edge}).
$$

Take gas at 2 mTorr and 400 K, whose density is $4.83\times10^{13}$ cm$^{-3}$, and a rough collision cross section of $10^{-15}$ cm$^2$. The mean free path is $1/[(4.83\times10^{13})(10^{-15})]=20.7$ cm, shorter than the wavelength. The chance of travelling one wavelength without a collision is $e^{-30.93/20.7}$, about 22 %. The collision rate is $v/(20.7\ \mathrm{cm})=2.03\times10^{7}$ s$^{-1}$, so $\nu/\omega=0.238$. The half-height edges are

$$
\frac{30.93}{1.238}=25.0\ \mathrm{cm},\qquad \frac{30.93}{0.762}=40.6\ \mathrm{cm}.
$$

At fixed temperature and cross section $\nu$ is proportional to pressure. At 0.2 mTorr $\nu/\omega$ would be 0.024 and the free path about 2.1 m. The match would be about ten times sharper if the column, and the stretch of it filled by the wave, were much longer than this path. In a shorter column the time of flight through it sets the width instead.

## Which electrons are concerned

For a Maxwellian bulk of temperature $T_e$, in energy units, the axial velocity in units of $\sqrt{2T_e/m}$ has the distribution $e^{-s^2}/\sqrt\pi$. The wave speed in these units is $u=\sqrt{W/T_e}$, and the fraction of electrons moving along the wave faster than it does is

$$
\frac{1}{\sqrt\pi}\int_u^\infty e^{-s^2}ds=\tfrac12\,\mathrm{erfc}(u).
$$

With $T_e=3$ eV, $u=\sqrt{50/3}=4.08$ and the fraction is $3.9\times10^{-9}$. Collisions let somewhat slower electrons take part. With $\nu/\omega=0.238$ and $\nu$ held fixed, the half-height range covers axial speeds within about 24 % of the wave speed, and the fraction in it is $\tfrac12[\mathrm{erfc}(0.762u)-\mathrm{erfc}(1.238u)]\approx5\times10^{-6}$. The match at 31 cm therefore concerns a fast tail. The response does not stop at the half-height edges, however. Its wings are weak, but they act on nearly the whole bulk, which in this Maxwellian example receives most of the total mean square kick. If the tail is Maxwellian it is nearly empty; if another process fills it, the number of matched electrons depends on that process. Equal speeds alone do not show that resonant electrons carry most of the heating.

## The estimate beside a real source

The values used are rough typical ones for a low-pressure helicon source of the kind used for plasma etching: a field of order 100 G, a radius of several centimetres, a pressure of a few mTorr and electrons of a few eV. The density found, between $10^{11}$ and $10^{12}$ cm$^{-3}$, is also plausible for such a source, so a 31 cm wave is not an artificial requirement. Real columns break the assumption of uniform density, and many have an insulating wall, which changes $k_\perp$. The wavelength also depends strongly on density. In the example with electron inertia included, halving the density at fixed field, $k_\perp$ and frequency lengthens the wave by a factor of about 1.7, and the matched energy rises by a factor of about 2.8. The narrow-column, massless scaling would give two and four. An antenna of finite length also launches a range of wavelengths, not one.

These effects change which wave is present. They do not change the wavelength that matches 50 eV of parallel energy, for which the quick estimate and the controlled derivation agree: 31 cm. What the derivation adds is the width. For a weak wave at 2 mTorr, in a column much longer than the 21 cm free path, the match is a band from about 25 to 41 cm under the collision model used here. A shorter column widens it. So does a stronger wave: "weak" here means $E$ well below $m\nu^2/(ek)\approx115$ V/m, the field at which a trapped electron's bounce frequency equals $\nu$. The helicon wave sized above has about 25 V/m of axial field per gauss of wave $B_z$ on the axis. When the disturbed paths are followed with the same collision model, 25 V/m moves the strongest response to about 33 cm and the band to about 24–43 cm, and 75 V/m moves them to about 39 cm and 22–48 cm. For a wave field of a gauss or more the weak-wave band is therefore only a guide. The further digits of 30.93 cm, listed in the numerical output, therefore have no practical meaning for such a source.

## Numbers as computed

```
Wave frequency: 13.56 MHz
Angular frequency: 8.5200e+07 rad/s
Electron energy: 50 eV
Electron speed: 4.1938e+06 m/s
Speed / speed of light: 0.01399
Relativistic change of speed: -0.0073 %
Matching wavelength: 30.93 cm
Matching axial wavenumber k: 0.2032 1/cm
Free-space wavelength: 22.11 m
Wavelength of strongest simulated response: 30.93 cm
Simulated flight time: 4 wave periods
Matching wavelength at 20 eV: 19.6 cm
Matching wavelength at 100 eV: 43.7 cm
Matching wavelength at 200 eV: 61.9 cm
Matching wavelength at 50 eV, pitch 30 deg: 26.8 cm
Magnetic field: 100 G
Column radius: 5.0 cm
First zero of J1: 3.8317
Radial wavenumber k_perp: 0.7663 1/cm
Total wavenumber beta: 0.7928 1/cm
Density, massless electrons: 9.389e+11 cm^-3
omega / electron cyclotron frequency: 0.0484
Density, with electron inertia: 7.614e+11 cm^-3
Density, full cold-plasma determinant: 7.613e+11 cm^-3
Density change from inertia: -18.9 %
Ion mass assumed: 40 u
Density change from moving ions: 0.070 %
Gas pressure: 2.0 mTorr
Gas temperature: 400 K
Collision cross section: 1.0e-15 cm^2
Gas density: 4.828e+13 cm^-3
Electron mean free path: 20.7 cm
Collision rate nu: 2.025e+07 1/s
nu / omega: 0.238
Chance of one wavelength without collision: 22.5 %
Half-height band, short edge: 25.0 cm
Half-height band, long edge: 40.6 cm
Bulk electron temperature: 3.0 eV
Phase velocity / sqrt(2 Te/m): 4.082
Bulk fraction faster than wave: 3.88e-09
```
